# Dopant tail after shut-off in a well-mixed growth reactor

**Question**

I am stuck on an exercise about doping during vapour-phase growth of a semiconductor film. It says: "A dopant remains in a well-mixed reactor with residence time 2 s during 1 nm/s growth. Show that its concentration falls tenfold over 4.6 nm."

I take this to mean that the dopant supply is switched off while the film keeps growing. My attempt was as follows. The residence time is 2 s, so after 2 s the old gas has left the reactor. In 2 s the film grows 2 nm. The doped part should therefore end 2 nm above the place where I closed the valve, and beyond that there should be no dopant at all. I get neither a tenfold fall nor 4.6 nm.

Where does the 4.6 come from? The exercise also speaks of the concentration in the film, whereas the residence time belongs to the gas. Why should the two fall together? And could I get rid of the tail by growing faster, so that less dopant has time to land?

**Answer**

Your reading of the situation is right. The step that fails is "after 2 s the old gas has left". In a well-mixed reactor 2 s is the mean time a molecule stays, and many molecules stay longer. The exercise also needs some assumptions that it does not state, and I give each one where it enters.

**The gas after the valve closes**

Let the reactor have volume $V$, and let gas flow through it at the volume flow $Q$, measured at the temperature and pressure inside the reactor. Let $n(t)$ be the number of dopant molecules per volume of gas. The supply stops at $t=0$, when $n=n_0$. Clean carrier gas takes the place of the dopant feed, so $Q$ does not change.

"Well mixed" means that $n$ is the same everywhere in the reactor. The gas that leaves therefore has the same composition as the gas that stays. During a short time $dt$ a volume $Q\,dt$ leaves and carries away $nQ\,dt$ dopant molecules. None come in. The number in the reactor is $Vn$, so

$$
V\,dn=-nQ\,dt .
$$

The minus sign records a loss. I neglect for now the dopant that the film itself removes from the gas, and I assume that the walls release none. Dividing by $Vn$ gives

$$
\frac{dn}{n}=-\frac{dt}{\tau},\qquad \tau=\frac{V}{Q}.
$$

Integrating from $0$ to $t$ gives $\ln(n/n_0)=-t/\tau$, or

$$
n(t)=n_0\,e^{-t/\tau}.
$$

We still have to check that this $\tau$ is the residence time in the exercise. Of the molecules present at $t=0$, a fraction $e^{-t/\tau}$ is still there at time $t$. The fraction that leaves between $t$ and $t+dt$ is $e^{-t/\tau}dt/\tau$. The mean time until departure is therefore

$$
\int_0^\infty t\,e^{-t/\tau}\,\frac{dt}{\tau}
=\Big[-t\,e^{-t/\tau}\Big]_0^\infty+\int_0^\infty e^{-t/\tau}\,dt
=0+\tau .
$$

This is the mean time that molecules present at $t=0$ still have to spend in the reactor. A residence time is counted from entry instead. In a well-mixed gas, however, a molecule that has just entered has the same chance $Q\,dt/V$ of leaving during the next $dt$ as one that has been inside for long. Its mean stay, counted from entry, is therefore given by the same integral, and $\tau$ is indeed the mean residence time. As an example take $V=2000\ \mathrm{cm^3}$ and $Q=1000\ \mathrm{cm^3/s}$, which give $\tau=2$ s.

Now your 2 s can be put in its place. At the start the dopant leaves at the rate $Qn_0$. If that rate persisted, the supply $Vn_0$ would be used up after $V/Q=2$ s, as you supposed. But the outgoing gas becomes poorer in dopant as the reactor does, so the loss slows down. After 2 s a fraction $e^{-1}\approx0.37$ is still present.

**From the gas to the film**

Suppose that dopant enters the film at a rate proportional to its density in the gas. Per unit area and time, the number of atoms built in is

$$
J=s\,n ,
$$

where $s$ is an uptake coefficient with the dimension of a velocity. I take one dopant atom per molecule, a constant $s$, and incorporation without delay.

During $dt$ each unit area receives $s\,n\,dt$ dopant atoms. In the same time the film thickens by $v\,dt$, where $v$ is the growth rate. The number of dopant atoms per volume of new film is the ratio of the two:

$$
N=\frac{s\,n\,dt}{v\,dt}=\frac{s\,n}{v}.
$$

This answers your second question. With $s$ and $v$ constant, $N$ is proportional to $n$, and the newest slice of film records the gas density at the moment it was grown. The record stays as written if dopant does not diffuse in the solid.

Let $z$ be the thickness grown since shut-off, so that $z=0$ is the film surface at that moment and larger $z$ means newer film. The slice at $z$ was grown at $t=z/v$. Inserting this into $n(t)$ gives

$$
N(z)=N_0\,e^{-z/(v\tau)},\qquad N_0=\frac{s\,n_0}{v}.
$$

The growth rate turns the time $\tau$ into the length $v\tau=(1\ \mathrm{nm/s})(2\ \mathrm{s})=2$ nm. Your 2 nm is thus the thickness over which the concentration falls by a factor $e$. The doping does not end there.

**The tenfold fall**

Let $L_{10}$ be the extra thickness that lowers $N$ to one tenth. Starting from any $z\ge0$,

$$
\frac{N(z+L_{10})}{N(z)}
=\frac{e^{-(z+L_{10})/(v\tau)}}{e^{-z/(v\tau)}}
=e^{-L_{10}/(v\tau)}=\frac1{10}.
$$

The starting point $z$ has cancelled. Taking the logarithm and using $\ln(1/10)=-\ln10$,

$$
L_{10}=v\tau\ln 10=(2\ \mathrm{nm})(2.3026)=4.605\ \mathrm{nm}\approx4.6\ \mathrm{nm}.
$$

This is what was to be shown. The rounded thickness of 4.6 nm leaves a fraction 0.1003, so the rounding does no harm. Because $z$ cancelled, the next 4.6 nm bring another factor of ten, and so on until something outside this model takes over.

To see actual concentrations, choose $n_0=10^{13}\ \mathrm{cm^{-3}}$ and $s=0.01$ cm/s. These are round model values and belong to no particular material. The flux at shut-off is $sn_0=10^{11}\ \mathrm{cm^{-2}\,s^{-1}}$. With $v=10^{-7}$ cm/s,

$$
N_0=\frac{10^{11}\ \mathrm{cm^{-2}\,s^{-1}}}{10^{-7}\ \mathrm{cm/s}}=10^{18}\ \mathrm{cm^{-3}} .
$$

The profile is then:

| $z$ (nm) | $N$ ($\mathrm{cm^{-3}}$) |
|---|---|
| 0 | $1.00\times10^{18}$ |
| 1.0 | $6.07\times10^{17}$ |
| 2.0 | $3.68\times10^{17}$ |
| 4.6 | $1.00\times10^{17}$ |
| 9.2 | $1.01\times10^{16}$ |

The values of $s$ and $n_0$ set the height of this profile. They do not enter $L_{10}$ as long as the dopant removed from the gas by the film is neglected.

The law can also be tested without using an exponential. One replaces the reactor gas by clean gas in small parcels and counts the dopant buried in each thin slice of film. The count gives a tenfold length of 4.605 nm, from the shut-off surface and from three later starting points as well. In the numerical output below, some counted values differ from the formula in the last digit. The cause is the finite parcel: removing a fraction $h$ at one stroke leaves $1-h$, which is slightly less than the $e^{-h}$ left by continuous flushing.

**Would faster growth remove the tail?**

With prompt incorporation, as assumed so far, it would make the tail longer; a dopant that waits on the surface can behave differently, as discussed below. Since $L_{10}=v\tau\ln10$, doubling the growth rate to 2 nm/s doubles the tenfold length to 9.21 nm. The gas needs the same time to clear, and more film is grown meanwhile.

Your thought that less dopant would land can be checked by adding up the whole tail. The number of dopant atoms per area grown in after shut-off is

$$
D=\int_0^\infty N_0e^{-z/(v\tau)}\,dz=N_0v\tau
=\frac{s\,n_0}{v}\,v\tau=s\,n_0\tau .
$$

The growth rate has dropped out. In the example,

$$
D=(10^{18}\ \mathrm{cm^{-3}})(2\times10^{-7}\ \mathrm{cm})
=2\times10^{11}\ \mathrm{cm^{-2}} .
$$

At 2 nm/s the concentration at shut-off is halved to $5\times10^{17}\ \mathrm{cm^{-3}}$, the tail is twice as long, and the dose is unchanged. This holds if $s$, $n_0$ and $\tau$ do not themselves depend on the growth rate. The dopant then lands at a rate set by the gas, and the growth rate decides over what thickness it is spread. The first tenfold length holds nine tenths of the dose, because the part of the integral beyond $L_{10}$ is $N(L_{10})\,v\tau=D/10$.

Slower growth does compress the tail, but the formulas cannot be followed down to $v=0$. There $N_0=sn_0/v$ would grow without bound, which no solid can accommodate. The thickness $v\,dt$ includes what the dopant itself adds. If every dopant atom adds volume and nothing leaves the film, $v$ therefore cannot reach zero while dopant is still being built in. Once $v\tau$ is smaller than the spacing of atomic layers, the formula falls by more than a factor $e$ within a single layer, and only the amount of dopant per layer has a meaning.

Another way to shorten the tail is to reduce $\tau=V/Q$, by a smaller reactor volume or a larger volume flow. With prompt incorporation and negligible uptake by the film, this lowers $L_{10}$ in proportion, and for given $n_0$ and $s$ it lowers the dose too. Remember that $Q$ is the flow at reactor conditions: at a given temperature, the same number of molecules per second fills a larger volume when the pressure is lower.

**Was it fair to neglect uptake by the film?**

A film of area $A$ removes $s\,n\,A$ dopant molecules per second from the gas. The balance with this loss included is

$$
V\frac{dn}{dt}=-Qn-sAn,
\qquad\text{so}\qquad
\frac{dn}{dt}=-\left(\frac1\tau+\frac{sA}{V}\right)n .
$$

The decay is still exponential, with the bracket in place of $1/\tau$. Following the same steps as before,

$$
L_{10}=\frac{v\ln10}{1/\tau+sA/V}=\frac{v\tau\ln10}{1+sA/Q}.
$$

The last form follows on multiplying numerator and denominator by $\tau=V/Q$. For $A=100\ \mathrm{cm^2}$ the two rates are

$$
\frac1\tau=0.5\ \mathrm{s^{-1}},\qquad
\frac{sA}{V}=\frac{(0.01)(100)}{2000}\ \mathrm{s^{-1}}=5\times10^{-4}\ \mathrm{s^{-1}} .
$$

The uptake shortens $L_{10}$ from 4.6052 nm to 4.6006 nm, or by about 0.1 % of the first value. The neglect is justified here, and the general condition for it is $sA\ll Q$. In the opposite limit, $sA\gg Q$, the film empties the reactor faster than the flow does. Then $L_{10}$ tends to $vV\ln10/(sA)$, and the residence time of the flow no longer matters.

**What if the dopant waits on the surface?**

The assumption of incorporation without delay can matter more. Its effect on the first tenfold fall is small only if the delay is short compared with $\tau$. Suppose that arriving dopant first sits on the growing surface and is buried after a mean waiting time $\tau_s$. Let $\sigma$ be the number waiting per area. It gains $sn$ per second and loses $\sigma/\tau_s$ per second:

$$
\frac{d\sigma}{dt}=s\,n_0e^{-t/\tau}-\frac{\sigma}{\tau_s},
\qquad N=\frac{\sigma}{\tau_s v}.
$$

If doping was steady before shut-off, gain and loss balanced, so $\sigma(0)=sn_0\tau_s$. This gives the same $N_0=sn_0/v$ as before. Define $u=N/N_0=\sigma/(sn_0\tau_s)$ and divide the balance by $sn_0\tau_s$:

$$
\frac{du}{dt}=\frac{e^{-t/\tau}-u}{\tau_s},\qquad u(0)=1 .
$$

Move the term with $u$ to the left and multiply by $e^{t/\tau_s}$. The left side becomes the derivative of a product:

$$
\frac{d}{dt}\left(u\,e^{t/\tau_s}\right)=\frac1{\tau_s}\,e^{t/\tau_s-t/\tau}.
$$

Take $\tau_s=1$ s, which is $\tau/2$. Then $1/\tau_s=2/\tau$, and the right side is $(2/\tau)e^{t/\tau}$. Integrating from $0$ to $t$ gives

$$
u\,e^{2t/\tau}-1=2\left(e^{t/\tau}-1\right).
$$

Add 1 to both sides, multiply by $e^{-2t/\tau}$, and write $y=e^{-t/\tau}$:

$$
u=2e^{-t/\tau}-e^{-2t/\tau}=2y-y^2 .
$$

A tenfold fall requires $2y-y^2=1/10$, or $(1-y)^2=0.9$. Since $y$ cannot exceed 1 after shut-off, the root is $y=1-\sqrt{0.9}=0.05132$. With $t=-\tau\ln y$ and $z=vt$,

$$
z=-v\tau\ln y=-(2\ \mathrm{nm})\ln(0.05132)=5.94\ \mathrm{nm}.
$$

The first tenfold fall now takes 5.9 nm instead of 4.6 nm. The profile starts flat, because $du/dt=0$ at $t=0$: the surface still holds its full store. Far into the tail $y^2$ is negligible beside $2y$, so $u\approx2e^{-t/\tau}$, and each further factor of ten takes close to 4.6 nm again. A slope of one decade per 4.6 nm deep in the tail therefore does not prove that incorporation was immediate.

This return to 4.6 nm needs $\tau_s<\tau$. For any $\tau_s\neq\tau$ the same integration gives $u=\left(\tau e^{-t/\tau}-\tau_s e^{-t/\tau_s}\right)/(\tau-\tau_s)$, and deep in the tail the slower exponential survives. For $\tau_s>\tau$ each decade there takes $v\tau_s\ln10$, for example 9.2 nm at $\tau_s=4$ s, and the surface rather than the reactor sets the slope. The store present at shut-off is also buried, so the tail dose becomes $sn_0(\tau+\tau_s)$. In real growth $\tau_s$ can depend on the growth rate. If it falls faster than $1/v$, as it can when faster growth buries a segregating dopant sooner, then $v\tau_s$ shrinks, and faster growth can shorten a tail that the surface controls.

**Where the result stops applying**

The exponential law describes the time after the supply has fully stopped. If the valve or the feed line lets dopant trickle in for a while, the balance has a source term during that time and the gas clears more slowly. Dopant released by the walls acts in the same way. A constant background concentration in the film sets a floor below which the profile cannot fall, so the later factors of ten are lost first.

For your exercise, the answer to write down is $L_{10}=v\tau\ln10=4.6$ nm, together with its conditions: an abrupt end of supply, perfect mixing, steady flow and growth, and prompt incorporation in proportion to the gas density, with no other source, no appreciable loss to the film and no diffusion in the solid.

## Computed values

```
INPUTS
reactor volume V = 2000 cm^3
volume flow Q = 1000 cm^3/s
growth rate v = 1.0 nm/s
gas dopant density at shut-off n0 = 1.0e+13 cm^-3
uptake coefficient s = 0.01 cm/s
film area A = 100 cm^2
MAIN RESULT
residence time tau = V/Q = 2.000 s
mean age of leaving dopant, counted = 2.000 s
dopant flux at shut-off s n0 = 1.00e+11 cm^-2 s^-1
film concentration at shut-off N0 = 1.00e+18 cm^-3
1/e length v tau = 2.000 nm
ln 10 = 2.3026 (no unit)
time for tenfold fall = 4.605 s
tenfold length L10, formula = 4.605 nm
tenfold length L10, counted = 4.605 nm
fraction left after 4.6 nm = 0.1003
PROFILE (formula | counted)
N at z = 0.0 nm: 1.000e+18 | 1.000e+18 cm^-3
N at z = 1.0 nm: 6.065e+17 | 6.065e+17 cm^-3
N at z = 2.0 nm: 3.679e+17 | 3.679e+17 cm^-3
N at z = 4.6 nm: 1.003e+17 | 1.002e+17 cm^-3
N at z = 9.2 nm: 1.005e+16 | 1.005e+16 cm^-3
TAIL DOSE AND FASTER GROWTH
tail dose, formula = 2.000e+11 cm^-2
tail dose, counted = 2.000e+11 cm^-2
doubled growth rate = 2.0 nm/s
N0 at doubled rate = 5.00e+17 cm^-3
L10 at doubled rate, formula = 9.210 nm
L10 at doubled rate, counted = 9.210 nm
tail dose at doubled rate, counted = 2.000e+11 cm^-2
UPTAKE BY THE FILM
flushing rate 1/tau = 0.5000 s^-1
loss rate to film s A/V = 5.0e-04 s^-1
L10 with film uptake, formula = 4.6006 nm
L10 with film uptake, counted = 4.6003 nm
L10 without film uptake, formula = 4.6052 nm
SURFACE STORAGE
surface waiting time tau_s = 1.0 s
y = 1 - sqrt(0.9) = 0.05132 (no unit)
first tenfold fall, formula = 5.939 nm
first tenfold fall, counted = 5.939 nm
```
